\section*{Principal g values and the sign of det g for electronic doublets, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision after the spin--orbit step}

A multiconfigurational calculation with spin--orbit coupling ends with a list of energies and complex eigenvectors. For an odd number of electrons the lowest level is at least twofold, and the diagonalizer returns an arbitrary pair of orthonormal vectors inside it. To predict an EPR spectrum one must decide which combination of the matrix elements of $\mathbf L$ and $\mathbf S$ in this pair is a property of the molecule and which is an accident of the diagonalizer, whether the pair may be treated alone at all, and how many spin-free states must enter the spin--orbit step. The Gerloch--McMeeking tensor, together with one sign that it does not contain, settles the first question; its derivation supplies the check for the second, and the third is answered here by repeating the calculation with more states.

Energies are in Rydberg, angular momenta in units of $\hbar$, fields in tesla. The Zeeman operator of the electrons is
\begin{equation}
H_Z=\mu_B\,\mathbf B\cdot\mathbf M,\qquad \mathbf M=\mathbf L+g_e\mathbf S,
\end{equation}
with $g_e=2.00231930$ taken positive and $\mu_B=4.254382\times10^{-6}$ Ry/T. Relativistic and gauge corrections to $\mathbf M$ are neglected. The origin of $\mathbf L$ is the metal nucleus. A shift of origin adds a term linear in the momentum, which has no matrix elements inside a $d$ shell by parity, so the models below are free of this ambiguity; a molecular calculation has to check it.

Time reversal $\Theta$ is antiunitary, $\langle\Theta u|\Theta v\rangle=\langle v|u\rangle$. With real orbitals it conjugates coefficients and maps ${\uparrow}\to{\downarrow}$, ${\downarrow}\to-{\uparrow}$ for each electron, so that $\Theta^2=(-1)^N$. An operator with $\Theta O\Theta^{-1}=\eta O$ is time-even for $\eta=+1$ and time-odd for $\eta=-1$. $\mathbf L$, $\mathbf S$ and $\mathbf M$ are odd; the Coulomb, ligand-field and spin--orbit operators are even.

\section{One hole in the $t_{2g}$ shell, by hand}

\subsection{The Hamiltonian and the moment}

Take five electrons in the orbitals $yz,xz,xy$, with a real symmetric $3\times3$ field $V_t$ and the coupling $\zeta\,\mathbf l\cdot\mathbf s$ per electron. From $l_z=-i(x\partial_y-y\partial_x)$,
\begin{equation}
l_z\,(xz)=i\,yz,\qquad l_z\,(yz)=-i\,xz,\qquad l_z\,(xy)=-i\,(x^2-y^2).
\end{equation}
The last result lies outside the shell. For $p$ orbitals $l_zx=iy$ and $l_zy=-ix$, that is $\langle i|l^p_k|j\rangle=-i\epsilon_{kij}$. With the labels $yz\to x$, $xz\to y$, $xy\to z$, the $t_{2g}$ element is $\langle x|l_z|y\rangle=+i$ where the $p$ element is $-i$. The cyclic permutation of coordinates respects the labels, so inside the shell $\mathbf l=-\mathbf l^p$.

The five-electron states are $a_\phi|F\rangle$, with $|F\rangle$ the filled shell. For a one-electron operator $O=\sum O_{pq}a^\dagger_pa_q$ the anticommutation rules give $\langle F|a^\dagger_{\phi'}Oa_\phi|F\rangle=\delta_{\phi\phi'}\mathrm{Tr}\,O-\langle\phi|O|\phi'\rangle$. Label the hole by $\chi=\Theta\phi$. For Hermitian $O$,
\begin{equation}
\langle\chi'|O|\chi\rangle=\langle\Theta\phi'|O\Theta\phi\rangle=\eta\langle\Theta\phi'|\Theta O\phi\rangle=\eta\langle O\phi|\phi'\rangle=\eta\langle\phi|O|\phi'\rangle .
\end{equation}
The hole matrix is therefore $\mathrm{Tr}\,O-\eta\langle\chi'|O|\chi\rangle$: even operators change sign, and odd operators, whose trace over the shell vanishes, keep it. The Coulomb repulsion acts on the hole as an operator of cubic symmetry, which by Schur's lemma is a constant on the irreducible $t_{2g}$ triplet. Dropping constants,
\begin{equation}
h=-V_t+\zeta\,\mathbf l^p\cdot\mathbf s,\qquad \mathbf M=-\mathbf l^p+g_e\mathbf s .
\end{equation}
Rotate to the eigenvectors $|j\rangle$ of $V_t$, with eigenvalues $v_j$, chosen as a right-handed frame. The symbol $\epsilon_{kij}$ is invariant under proper rotations, so $\mathbf l^p$ and $\mathbf s$ keep their form when their components are taken along the same three directions.

\subsection{The doublet and its three matrices}

The six states $|j\rangle\sigma_j|m\rangle$, with $m={\uparrow},{\downarrow}$, are orthonormal because $\sigma_j$ is unitary. For $i\ne j$ only the third index $k$ contributes to $\mathbf l^p\cdot\mathbf s$, and $\sigma_i\sigma_k\sigma_j=i\epsilon_{ikj}=-i\epsilon_{kij}$, so the element is $(-i\epsilon_{kij})(-i\epsilon_{kij})/2=-\tfrac12$ times $\delta_{mm'}$. For $i=j$ it is zero. The $6\times6$ problem splits into two identical real blocks,
\begin{equation}
h_{ij}=-v_i\delta_{ij}-\tfrac{\zeta}{2}(1-\delta_{ij}),
\label{eq:hole}
\end{equation}
and the ground doublet is $|m\rangle_{\rm D}=\sum_jc_j|j\rangle\sigma_j|m\rangle$ with $\mathbf c$ the lowest normalized eigenvector. All off-diagonal elements are negative, so giving all $c_j$ the same sign lowers the energy, and they can be taken positive.

The spin matrix is diagonal in $j$. Since $\sigma_j\sigma_k\sigma_j=+\sigma_k$ for $j=k$ and $-\sigma_k$ otherwise,
\begin{equation}
s_k\to\tfrac12\sum_jc_j^2\,\sigma_j\sigma_k\sigma_j=\tfrac12(2c_k^2-1)\,\sigma_k .
\end{equation}
The orbital matrix for $k=3$ has the terms $(i,j)=(1,2)$ and $(2,1)$:
\begin{equation}
l^p_3\to-i\,c_1c_2(\sigma_1\sigma_2-\sigma_2\sigma_1)=-i\,c_1c_2\,(2i\sigma_3)=2c_1c_2\,\sigma_3 .
\end{equation}
The three Zeeman matrices are thus $Z_k=\tfrac12g_k\sigma_k$ with
\begin{equation}
g_3=-4c_1c_2+g_e\,(c_3^2-c_1^2-c_2^2)\quad\text{and cyclic}.
\label{eq:ghole}
\end{equation}
In a field, $\mu_B\sum_kB_kZ_k$ has the eigenvalues $\pm\tfrac12\mu_B(\sum_kg_k^2B_k^2)^{1/2}$, because $(\mathbf u\cdot\boldsymbol\sigma)^2=|\mathbf u|^2$.

Two limits follow. In cubic symmetry $c_j^2=\tfrac13$ and every $g_k=-(4+g_e)/3$, so the product $g_1g_2g_3$ is negative. When $v_3-v_1$ and $v_3-v_2$ are both much larger than $\zeta$, $c_3\to1$ and $(g_1,g_2,g_3)\to(-g_e,-g_e,+g_e)$. This is a free spin: replacing $|{\downarrow}\rangle_{\rm D}$ by $-|{\downarrow}\rangle_{\rm D}$ flips the signs of $\sigma_1$ and $\sigma_2$ and makes all three values positive. The individual signs depend on the basis; the product, here positive, does not. By continuity one $g_k$ of this model passes through zero between the limits.

\subsection{Numbers}

Take $\zeta=10$ mRy and, in mRy, $V_t$ with diagonal $(3,0,-3)$ and all off-diagonal elements $1$. The trace is $0$, the principal $2\times2$ minors sum to $-1-10-1=-12$, and the determinant is $-3+4+1=2$, so $v^3-12v-2=0$, with roots $v=-3.3776,\,-0.1671,\,3.5446$. The lowest eigenvector of \eqref{eq:hole} is $\mathbf c=(0.44996,\,0.54198,\,0.70979)$. The first row gives $[3.3776(0.44996)-5(1.25177)]/0.44996=-10.53$ and the third $[-3.5446(0.70979)-5(0.99194)]/0.70979=-10.53$, the same eigenvalue in mRy. The hole prefers the orbital with the highest electron energy. With $c_j^2=0.2025,\,0.2937,\,0.5038$,
\begin{align}
g_1&=-4(0.3847)+g_e(-0.5951)=-1.539-1.192=-2.730,\nonumber\\
g_2&=-4(0.31938)+g_e(-0.4125)=-1.2775-0.8260=-2.1035,\nonumber\\
g_3&=-4(0.2439)+g_e(+0.0076)=-0.975+0.015=-0.960,
\end{align}
where the totals are formed before rounding, and the product is $-5.515$. The smallest value is almost purely orbital.

The example was easy because the frame and the basis were known in advance. In the original frame, or in a generic basis of the doublet, each $Z_k$ in general contains all three Pauli matrices. The general method has to undo both mixings.

\section{The general doublet}

\subsection{State interaction}

Solve the spin-free problem $H_{\rm sf}|I\rangle=E_I|I\rangle$, where $I$ includes the spin $S$ and projection $M_S$. Diagonalize $E_I\delta_{IJ}+\langle I|H_{\rm SO}|J\rangle$ in the kept states and transform the matrices of $\mathbf L$ and $\mathbf S$ to the eigenvectors. Since $\Theta$ commutes with $H_{\rm sf}$, it maps each degenerate level onto itself. If whole levels are kept, with all $M_S$ components, the projector on the kept space is time-even and so is the projected Hamiltonian $H_0$. A cut through a multiplet removes this guarantee, on which everything below depends.

\subsection{What time reversal fixes}

Let $N$ be odd and $H_0|a\rangle=E_0|a\rangle$. Then $|b\rangle=\Theta|a\rangle$ has the same energy, because $E_0$ is real and $H_0$ is even. Putting $u=\Theta a$, $v=a$ in the antiunitarity rule gives $\langle\Theta^2a|\Theta a\rangle=\langle a|\Theta a\rangle$; the left side is $-\langle a|\Theta a\rangle$, so $\langle a|b\rangle=0$. For Hermitian $O$,
\begin{equation}
\langle b|O|b\rangle=\eta\langle\Theta a|\Theta Oa\rangle=\eta\langle a|O|a\rangle ,
\end{equation}
and, using $|a\rangle=-\Theta|b\rangle$,
\begin{equation}
\langle a|O|b\rangle=-\eta\langle\Theta b|\Theta Oa\rangle=-\eta\langle Oa|b\rangle=-\eta\langle a|O|b\rangle .
\end{equation}
An odd operator is traceless in the doublet. An even operator has equal diagonal and zero off-diagonal elements, so it is a multiple of the unit matrix. Both statements hold in every orthonormal basis of the doublet. For even $N$ the sign in $\Theta^2$ is reversed, and $\langle a|\Theta a\rangle$ need not vanish. An odd operator is still traceless in a pair of states that $\Theta$ maps onto itself, but an even operator need not be a multiple of the unit matrix and can split the pair.

\subsection{The matrix $g$ and the tensor $G$}

Let $Z_k$ be the $2\times2$ matrix of $M_k$. A traceless Hermitian matrix is a real combination of Pauli matrices, and $\mathrm{Tr}\,\sigma_l\sigma_m=2\delta_{lm}$ extracts the coefficients:
\begin{equation}
Z_k=\tfrac12\sum_lg_{kl}\sigma_l,\qquad g_{kl}=\mathrm{Tr}(Z_k\sigma_l).
\end{equation}
Reading off the elements, $(Z_k)_{aa}=g_{k3}/2$ and $(Z_k)_{ab}=(g_{k1}-ig_{k2})/2$, so
\begin{equation}
g_{k1}=2\,\mathrm{Re}(Z_k)_{ab},\quad g_{k2}=-2\,\mathrm{Im}(Z_k)_{ab},\quad g_{k3}=2(Z_k)_{aa}.
\label{eq:read}
\end{equation}
The first index of $g$ is a direction in space; the second refers to the basis of the doublet. To first order in the field, $\mu_B\sum_kB_kZ_k=\tfrac12\mu_B\,(g^T\mathbf B)\cdot\boldsymbol\sigma$ has the eigenvalues $\pm\tfrac12\mu_B|g^T\mathbf B|$, and
\begin{equation}
\Delta E=\mu_B\,(\mathbf B^TG\,\mathbf B)^{1/2},\qquad G=gg^T .
\label{eq:split}
\end{equation}
The same trace rule removes the Pauli matrices:
\begin{equation}
2\,\mathrm{Tr}(Z_kZ_l)=2\cdot\tfrac14\sum_{mn}g_{km}g_{ln}\,2\delta_{mn}=(gg^T)_{kl}=G_{kl}.
\label{eq:G}
\end{equation}
Written out, $G_{kl}=2\sum_{u,v}\langle u|M_k|v\rangle\langle v|M_l|u\rangle$ with $u,v$ running over the doublet. This is the Gerloch--McMeeking tensor. It is real and symmetric, and positive semidefinite because $\mathbf B^TG\mathbf B=|g^T\mathbf B|^2$. Let $G=A\,\mathrm{diag}(g_1^2,g_2^2,g_3^2)A^T$ with $A$ orthogonal, $\det A=+1$, and $g_i\ge0$ from here on. A field along column $i$ of $A$ gives $\Delta E=g_i\mu_BB$, and a unit vector $\mathbf n$ gives $g_{\rm eff}=(\mathbf n^TG\mathbf n)^{1/2}$. The $g_i$ are the singular values of $g$. If two coincide, the axes in that plane are arbitrary.

\subsection{Higher orders in the field}

Let $P$ project on the doublet, $Q=1-P$, $\lambda=\mu_BB$ and $M_n=\mathbf n\cdot\mathbf M$. The $Q$ part of the eigenvalue equation gives $Q\psi=\lambda(E-QHQ)^{-1}QM_nP\psi$. Inserting it in the $P$ part, and setting $E\to E_0$ and $QHQ\to QH_0Q$ in the resolvent, which changes the result at order $\lambda^3$,
\begin{equation}
H_{\rm eff}=E_0+\lambda PM_nP+\lambda^2W+O(\lambda^3),\qquad W=PM_nQ(E_0-H_0)^{-1}QM_nP .
\end{equation}
$W$ is Hermitian and contains two odd factors, so it is even and proportional to the unit matrix. It shifts the centre of the doublet, downwards for the ground level since all denominators are negative, and leaves the splitting alone. The diamagnetic operator, quadratic in $B$ and even, also leaves the splitting alone at this order; being positive, it shifts the centre upwards. The first correction to \eqref{eq:split} is of order $\lambda^3/\Delta^2$, with $\Delta$ the gap to the nearest level coupled by $\mathbf M$; relative to the splitting it is of order $(\lambda/\Delta)^2$ times squared matrix elements of $\mathbf M$, provided that $g_{\rm eff}$ in the field direction is not small. Where the linear splitting nearly vanishes, the cubic term can exceed it. The word ``isolated'' means $\lambda\ll\Delta$.

\subsection{What is invariant}

A new basis of the doublet gives $Z_k'=U^\dagger Z_kU$ with $U$ unitary, and the trace \eqref{eq:G} is unchanged by cyclicity. The matrix $g$ changes. $U^\dagger\sigma_lU$ is Hermitian and traceless, hence equal to $\sum_mR_{lm}\sigma_m$ with real $R$, and $g'=gR$. Invariance of $\mathrm{Tr}\,\sigma_l\sigma_m$ gives $RR^T=1$. From $\mathrm{Tr}\,\sigma_l\sigma_m\sigma_n=2i\epsilon_{lmn}$, invariance of $\mathrm{Tr}\,\sigma_1\sigma_2\sigma_3$ gives $2i=2i\sum R_{1l}R_{2m}R_{3n}\epsilon_{lmn}=2i\det R$, so $R$ is a proper rotation and $\det g$ is invariant. The same triple trace yields it directly:
\begin{equation}
\mathrm{Tr}(Z_xZ_yZ_z)=\tfrac18\sum g_{xl}g_{ym}g_{zn}\,2i\epsilon_{lmn}=\tfrac i4\det g,\qquad \det g=-4i\,\mathrm{Tr}(Z_xZ_yZ_z).
\label{eq:det}
\end{equation}
Because $R$ acts on one index only, $g$ is in general unsymmetric, and the eigenvalues of $(g+g^T)/2$ depend on the basis. If the molecule is rotated by $\mathcal R$, the states become $U_{\mathcal R}\psi$; $\mathbf M$ is a vector operator, $U_{\mathcal R}^\dagger M_kU_{\mathcal R}=\sum_l\mathcal R_{kl}M_l$, and \eqref{eq:G} gives $G\to\mathcal RG\mathcal R^T$. $G$ is a tensor attached to the molecule.

For an isolated doublet of an odd-electron system, the tensor $G$ gives the first-order Zeeman splitting in every field direction, and both $G$ and $\det g$ are independent of the basis chosen inside the doublet. It remains to show what the sign of $\det g$ means physically, to set out the algorithm, and to test it on a multiconfigurational doublet, including the number of spin-free states needed, and on free-ion levels.
